# The Mobility Derivative in Newton Drift-Diffusion Solvers: a numerical check

```python
"""
Result under test: a Newton drift-diffusion solver with mobility mu(E) converges
quadratically with the exact Jacobian J. With the Jacobian K that omits dmu/dE it
has the same fixed points, but errors obey e_new = T e, T = K^-1 (K - J).
For a uniform sample the largest eigenvalue of T is
    rho = s / (1 + eps E^2/(4 N k T) + (pi lD/L)^2),  s = -dln(mu)/dln(E),
with field E, doping N, length L and screening length lD = sqrt(eps k T/(q^2 N)).
Unknowns: psi (potential, V) and nu = n/N0 (scaled electron density) at inner nodes.
All quantities are SI inside the program; printed units are stated in the labels.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, splu
from scipy.integrate import solve_bvp
from scipy.constants import e as q, k as kB, epsilon_0, hbar, m_e

TEMP = 300.0
VT = kB * TEMP / q
EPS = 11.7 * epsilon_0
N0 = 1e23                     # doping of the middle region, m^-3
MU0, VSAT = 0.08, 1e5         # m^2/Vs, m/s (rough silicon values)
EC = VSAT / MU0
LD = np.sqrt(EPS * VT / (q * N0))


def silicon_mobility(field):
    """mu/mu0 and its derivative with respect to the field."""
    m = 1 / np.sqrt(1 + (field / EC) ** 2)
    return m, -field / EC ** 2 * m ** 3


def falling_velocity_mobility(field):
    """mu/mu0 for a velocity curve with a peak; used for positive field only."""
    peak_field, ratio = 4e5, 1e5 / (0.8 * 4e5)
    x = field / peak_field
    top, bottom = 1 + ratio * x ** 3, 1 + x ** 4
    slope = (3 * ratio * x ** 2 * bottom - top * 4 * x ** 3) / bottom ** 2
    return top / bottom, slope / peak_field


def bernoulli(u):
    """B(u) = u/(exp(u)-1) and its derivative."""
    small = np.abs(u) < 1e-2
    w = np.where(small, 1.0, u)
    d = np.expm1(w)
    b = np.where(small, 1 - u / 2 + u ** 2 / 12 - u ** 4 / 720, w / d)
    db = np.where(small, -0.5 + u / 6 - u ** 3 / 180,
                  (d - w * np.exp(w)) / d ** 2)
    return b, db


class Device:
    """Left contact at potential 'bias', right contact at zero."""

    def __init__(self, doping, h, bias, mobility=silicon_mobility,
                 vt=VT, quasi_fermi_force=False):
        self.c, self.h, self.bias = doping, h, bias
        self.mobility, self.vt, self.qf = mobility, vt, quasi_fermi_force
        self.m = len(doping) - 2
        shape = (self.m + 1, self.m)
        self.right = sp.diags([1.0], [0], shape=shape, format="csr")
        self.left = sp.diags([1.0], [-1], shape=shape, format="csr")
        self.grad = self.right - self.left
        self.div = -self.grad.T
        self.lam = EPS / (q * N0 * h ** 2)
        self.laplace = self.lam * (self.div @ self.grad)
        self.minus_one = -sp.identity(self.m)

    def edge_data(self, x):
        psi = np.concatenate(([self.bias], x[:self.m], [0.0]))
        nu = np.concatenate(([self.c[0]], x[self.m:], [self.c[-1]]))
        u = np.diff(psi) / self.vt
        force = -np.diff(psi) / self.h
        if self.qf:
            force = force + self.vt * np.diff(np.log(nu)) / self.h
        b, db = bernoulli(u)
        mob, dmob = self.mobility(force)
        flux = nu[1:] * b - nu[:-1] * (b + u)
        return psi, nu, u, b, db, mob, dmob, flux

    def residual(self, x):
        psi, nu, u, b, db, mob, dmob, flux = self.edge_data(x)
        poisson = self.lam * np.diff(psi, 2) + self.c[1:-1] - nu[1:-1]
        return np.concatenate((poisson, np.diff(mob * flux)))

    def jacobian(self, x, full):
        psi, nu, u, b, db, mob, dmob, flux = self.edge_data(x)
        by_psi = mob * (nu[1:] * db - nu[:-1] * (db + 1)) / self.vt
        if full:
            by_psi = by_psi - flux * dmob / self.h
        by_nu = sp.diags(mob * b) @ self.right - sp.diags(mob * (b + u)) @ self.left
        return sp.bmat([[self.laplace, self.minus_one],
                        [self.div @ sp.diags(by_psi) @ self.grad,
                         self.div @ by_nu]], format="csc")

    def step(self, x, full):
        return x + spsolve(self.jacobian(x, full), -self.residual(x))

    def solve(self, x, full, max_steps=600):
        history = [x]
        for _ in range(max_steps):
            x = self.step(x, full)
            history.append(x)
            if np.max(np.abs((x - history[-2])[:self.m])) < 1e-10:
                return history
        raise RuntimeError("no convergence")

    def current(self, x):
        data = self.edge_data(x)
        return q * MU0 * self.vt * N0 / self.h * np.mean(data[5] * data[7])

    def error(self, x, reference):
        return np.max(np.abs((x - reference)[:self.m]))

    def error_map(self, x):
        """Linear map T of the iteration without the mobility derivative."""
        truncated = self.jacobian(x, False)
        omitted = self.jacobian(x, True) - truncated
        factor = splu(truncated)
        return lambda v: -factor.solve(omitted @ v)


# ---------- silicon n+/n/n+ resistor, ramped in bias ----------
L_CONTACT, L_MIDDLE = 100e-9, 600e-9
LENGTH = 2 * L_CONTACT + L_MIDDLE


def doping_profile(x):
    inside = 0.5 * (np.tanh((x - L_CONTACT) / 5e-9)
                    - np.tanh((x - L_CONTACT - L_MIDDLE) / 5e-9))
    return 1 + 9 * (1 - inside)


H = 1e-9
nodes = np.linspace(0, LENGTH, 801)
doping = doping_profile(nodes)
inner = nodes[1:-1]
equilibrium = Device(doping, H, 0.0)
guess = np.concatenate((VT * np.log(doping[1:-1] / doping[0]), doping[1:-1]))
x_eq = equilibrium.step(equilibrium.solve(guess, True)[-1], True)

x_sol, counts, bias_step = x_eq, [], 0.25
for bias in bias_step * np.arange(1, 7):
    dev = Device(doping, H, bias)
    start = x_sol.copy()
    start[:dev.m] += bias_step * (1 - inner / LENGTH)
    run_full = dev.solve(start, True)
    run_cut = dev.solve(start, False)
    x_sol = dev.step(run_full[-1], True)
    counts.append((bias, len(run_full) - 1, len(run_cut) - 1))
    # stopping on the step leaves a larger error in a linearly convergent run
    assert dev.error(run_cut[-1], x_sol) < 2e-9
BIAS = dev.bias
current = dev.current(x_sol)
current_cut = dev.current(run_cut[-1])
assert abs(current_cut / current - 1) < 1e-7
err_full = [dev.error(x, x_sol) for x in run_full]
err_cut = [dev.error(x, x_sol) for x in run_cut]
assert len(run_cut) > 3 * len(run_full)

# exact Jacobian against complex-step derivatives of the residual
rng = np.random.default_rng(1)
direction = np.concatenate((VT * rng.normal(size=dev.m), rng.normal(size=dev.m)))
true_slope = np.imag(dev.residual(x_sol + 1e-30j * direction))[dev.m:] / 1e-30
mismatch = [np.linalg.norm((dev.jacobian(x_sol, f) @ direction)[dev.m:] - true_slope)
            / np.linalg.norm(true_slope) for f in (True, False)]
assert mismatch[0] < 1e-9 and mismatch[1] > 1e-2


# local order of one iteration: shrink the starting error tenfold
def local_order(device, solution, full):
    shape = np.concatenate((5e-3 * np.sin(np.pi * inner / LENGTH),
                            0.02 * solution[device.m:]
                            * np.sin(2 * np.pi * inner / LENGTH)))
    after = [device.error(device.step(solution + t * shape, full), solution)
             for t in (1.0, 0.1)]
    return np.log10(after[0] / after[1])


order_full = local_order(dev, x_sol, True)
order_cut = local_order(dev, x_sol, False)
order_cut_eq = local_order(equilibrium, x_eq, False)
assert abs(order_full - 2) < 0.1
assert abs(order_cut - 1) < 0.1
assert abs(order_cut_eq - 2) < 0.1

# nonlinear error history against ten applications of the linear map
first = next(i for i, err in enumerate(err_cut) if err < 1e-5)
apply_map = dev.error_map(x_sol)
predicted = run_cut[first] - x_sol
for _ in range(10):
    predicted = apply_map(predicted)
actual = run_cut[first + 10] - x_sol
map_error = dev.error(predicted, actual) / np.max(np.abs(actual[:dev.m]))
assert map_error < 0.02
factor_seen = (err_cut[first + 10] / err_cut[first]) ** 0.1

# device current against collocation of the continuum equations
FIELD_UNIT = 1e6
psi_full, nu_full = dev.edge_data(x_sol)[:2]
field_nodes = -np.gradient(psi_full, H)


def continuum(z, y, p):
    mob = silicon_mobility(y[1] * FIELD_UNIT)[0]
    return np.vstack((-y[1] * FIELD_UNIT * LENGTH,
                      q * N0 * (doping_profile(z * LENGTH) - y[2])
                      / EPS * LENGTH / FIELD_UNIT,
                      LENGTH * FIELD_UNIT / VT * (p[0] / mob - y[2] * y[1])))


def contacts(ya, yb, p):
    return np.array([ya[0] - BIAS, yb[0], ya[2] - doping[0], yb[2] - doping[-1]])


unit_current = q * N0 * MU0 * FIELD_UNIT
bvp = solve_bvp(continuum, contacts, nodes / LENGTH,
                np.vstack((psi_full, field_nodes / FIELD_UNIT, nu_full)),
                p=[current / unit_current], tol=1e-5, max_nodes=20000)
current_bvp = bvp.p[0] * unit_current
assert bvp.status == 0
assert abs(current / current_bvp - 1) < 3e-3     # finite grid spacing
coarse = Device(doping[::2], 2 * H, BIAS)
x_coarse = coarse.solve(np.concatenate((x_sol[:dev.m][1::2],
                                        x_sol[dev.m:][1::2])), True)[-1]
grid_change = coarse.current(x_coarse) / current - 1


# ---------- uniform samples: eigenvalues of the error map ----------
def uniform_sample(field, length, cells, mobility=silicon_mobility):
    x = np.linspace(0, length, cells + 1)
    device = Device(np.ones(cells + 1), length / cells, field * length, mobility)
    return device, np.concatenate((field * (length - x[1:-1]), np.ones(cells - 1))), x[1:-1]


def slope_s(field, mobility=silicon_mobility):
    m, dm = mobility(field)
    return -field * dm / m


def rho_formula(field, length, mobility=silicon_mobility):
    return slope_s(field, mobility) / (1 + EPS * field ** 2 / (4 * N0 * kB * TEMP)
                                       + (np.pi * LD / length) ** 2)


SHORT = 200e-9
b_len = 1 + (np.pi * LD / SHORT) ** 2
c_fld = EPS / (4 * N0 * kB * TEMP)
worst_field = np.sqrt(EC * np.sqrt(b_len / c_fld))
worst_rho = 1 / (np.sqrt(b_len) + EC * np.sqrt(c_fld)) ** 2
eigen_rows = []
for field in worst_field * np.array([0.7, 1.0, 1.4]):
    sample, x_uni, _ = uniform_sample(field, SHORT, 200)
    unit_vectors = np.vstack((np.eye(sample.m), np.zeros((sample.m, sample.m))))
    matrix = sample.error_map(x_uni)(unit_vectors)[:sample.m]
    radius = np.max(np.abs(np.linalg.eigvals(matrix)))
    eigen_rows.append((field, radius, rho_formula(field, SHORT)))
    assert abs(radius / eigen_rows[-1][2] - 1) < 5e-3
assert abs(eigen_rows[1][1] / worst_rho - 1) < 5e-3
assert eigen_rows[1][1] > max(eigen_rows[0][1], eigen_rows[2][1])

# long sample: early factor near s, late factor near rho
LONG, FIELD_LONG = 500e-9, 2e6
sample, x_uni, x_in = uniform_sample(FIELD_LONG, LONG, 500)
linear_map = sample.error_map(x_uni)
vector = np.concatenate((np.sin(np.pi * x_in / LONG), np.zeros(sample.m)))
ratios = []
for _ in range(400):
    vector = linear_map(vector)
    size = np.max(np.abs(vector[:sample.m]))
    ratios.append(size)
    vector = vector / size
early = np.exp(np.mean(np.log(ratios[:5])))
late = np.exp(np.mean(np.log(ratios[-10:])))
s_long, rho_long = slope_s(FIELD_LONG), rho_formula(FIELD_LONG, LONG)
drift_steps = LONG * q * N0 / (EPS * FIELD_LONG)
assert abs(early / s_long - 1) < 0.1     # the smooth start is not an eigenmode
assert abs(late / rho_long - 1) < 0.02   # neighbouring modes decay slowly

# falling velocity: the truncated iteration is repelled, full Newton returns
FIELD_FALL, L_FALL = 6e5, 80e-9
sample, x_uni, x_in = uniform_sample(FIELD_FALL, L_FALL, 160, falling_velocity_mobility)
bump = np.concatenate((1e-6 * np.sin(np.pi * x_in / L_FALL), np.zeros(sample.m)))
x_cut, x_new, fall_err = x_uni + bump, x_uni + bump, [1e-6]
for _ in range(15):
    x_cut = sample.step(x_cut, False)
    fall_err.append(sample.error(x_cut, x_uni))
for _ in range(4):
    x_new = sample.step(x_new, True)
growth = fall_err[-1] / fall_err[-2]
rho_fall = rho_formula(FIELD_FALL, L_FALL, falling_velocity_mobility)
fall_full = sample.error(x_new, x_uni)
assert growth > 1 and abs(growth / rho_fall - 1) < 0.02
assert fall_full < 1e-11

# ---------- size of neglected effects in the silicon example ----------
i1, i2 = 100, 700
mean_field = (psi_full[i1] - psi_full[i2]) / L_MIDDLE
peak_field = np.max(field_nodes)
mean_velocity = MU0 * silicon_mobility(mean_field)[0] * mean_field
TAU_W = 0.3e-12                                  # rough energy relaxation time
hot = TEMP + 2 / 3 * q * mean_velocity * mean_field * TAU_W / kB
x_hot = x_sol
for ratio in np.linspace(1, hot / TEMP, 6)[1:]:
    hot_dev = Device(doping, H, BIAS, vt=VT * ratio)
    x_hot = hot_dev.solve(x_hot, True)[-1]
hot_change = hot_dev.current(x_hot) / current - 1
qf_dev = Device(doping, H, BIAS, quasi_fermi_force=True)
qf_change = qf_dev.current(qf_dev.solve(x_sol, False)[-1]) / current - 1
extra_drop = current * 2 * L_CONTACT / (q * 10 * N0) * (1 / 0.03 - 1 / MU0)
heating = current * BIAS * LENGTH / (8 * 150.0)  # uniform heat, cold contacts
safe_field = np.maximum(np.abs(field_nodes), 1e4)
ionization = np.sum(7e7 * np.exp(-1.2e8 / safe_field)) * H
gap = 1.12 * q
tunnel = np.pi * np.sqrt(0.1 * m_e) * gap ** 1.5 / (2 * np.sqrt(2) * hbar * q * peak_field)
n_c = 2 * (1.08 * m_e * kB * TEMP / (2 * np.pi * hbar ** 2)) ** 1.5
degeneracy = 10 * N0 / (2 * np.sqrt(2) * n_c)

print(f"thermal voltage {VT*1e3:.3f} mV; screening length {LD*1e9:.2f} nm")
print(f"Ec = vsat/mu0 = {EC/1e5:.2f} kV/cm; grid spacing {H*1e9:.1f} nm")
print("bias (V): iterations with / without mobility derivative")
for bias, a, b in counts:
    print(f"  {bias:.2f}: {a} / {b}")
print(f"largest potential error (V) at {BIAS:.2f} V, with / without")
for i in (0, 1, 2, 3, 4, 5, 6, 10, 20, 30, 40, 60):
    if i < len(err_cut):
        left = f"{err_full[i]:.2e}" if i < len(err_full) else "finished"
        print(f"  iteration {i}: {left} / {err_cut[i]:.2e}")
print("(errors below about 1e-12 V are rounding)")
print(f"final potential difference {dev.error(run_cut[-1], run_full[-1]):.1e} V")
print(f"current density {current/1e4:.5e} A/cm2")
print(f"  without derivative {current_cut/1e4:.5e} A/cm2")
print(f"  continuum collocation {current_bvp/1e4:.5e} A/cm2")
print(f"  change on doubling grid spacing {100*grid_change:.3f} %")
print(f"Jacobian mismatch with / without {mismatch[0]:.1e} / {mismatch[1]:.3f}")
print(f"local order with / without {order_full:.3f} / {order_cut:.3f}")
print(f"local order without, zero bias {order_cut_eq:.3f}")
print(f"observed error factor {factor_seen:.3f}; map misfit {map_error:.1e}")
print(f"middle mean field {mean_field/1e5:.2f} kV/cm, s = {slope_s(mean_field):.3f}")
print(f"  uniform-sample rho there {rho_formula(mean_field, L_MIDDLE):.3f}")
print(f"peak field {peak_field/1e5:.2f} kV/cm, s = {slope_s(peak_field):.3f}")
print(f"uniform {SHORT*1e9:.0f} nm: field kV/cm, eigenvalue, formula")
for field, radius, formula in eigen_rows:
    print(f"  {field/1e5:.2f}, {radius:.4f}, {formula:.4f}")
print(f"  largest factor from closed form {worst_rho:.4f}")
print(f"uniform {LONG*1e9:.0f} nm at {FIELD_LONG/1e5:.0f} kV/cm: L/a = {drift_steps:.1f}")
print(f"  early factor {early:.4f}, s = {s_long:.4f}")
print(f"  late factor {late:.4f}, rho = {rho_long:.4f}")
print(f"falling velocity, {L_FALL*1e9:.0f} nm at {FIELD_FALL/1e5:.0f} kV/cm:")
print(f"  s = {slope_s(FIELD_FALL, falling_velocity_mobility):.3f}, rho = {rho_fall:.4f}, growth {growth:.4f}")
print(f"  error after 15 truncated steps {fall_err[-1]:.2e} V (start 1e-6 V)")
print(f"  error after 4 full steps {fall_full:.1e} V")
print(f"hot electrons {hot:.0f} K; hot diffusion alters current {100*hot_change:.2f} %")
print(f"quasi-Fermi driving force alters current {100*qf_change:.2f} %")
print(f"extra n+ drop at 300 cm2/Vs {extra_drop*1e3:.1f} mV")
print(f"energy relaxation length {mean_velocity*TAU_W*1e9:.1f} nm")
print(f"self-heating {heating:.2f} K; ionization integral {ionization:.1e}")
print(f"tunnelling exponent {tunnel:.0f}; degeneracy correction {100*degeneracy:.2f} %")
print("PASS")
```

It prints:

```
thermal voltage 25.852 mV; screening length 12.93 nm
Ec = vsat/mu0 = 12.50 kV/cm; grid spacing 1.0 nm
bias (V): iterations with / without mobility derivative
  0.25: 4 / 8
  0.50: 4 / 15
  0.75: 4 / 26
  1.00: 5 / 38
  1.25: 5 / 51
  1.50: 5 / 63
largest potential error (V) at 1.50 V, with / without
  iteration 0: 5.22e-02 / 5.22e-02
  iteration 1: 3.43e-03 / 2.41e-02
  iteration 2: 1.96e-05 / 1.85e-02
  iteration 3: 2.31e-09 / 1.41e-02
  iteration 4: 4.44e-16 / 1.09e-02
  iteration 5: 2.22e-16 / 8.35e-03
  iteration 6: finished / 6.41e-03
  iteration 10: finished / 2.09e-03
  iteration 20: finished / 4.76e-05
  iteration 30: finished / 4.79e-06
  iteration 40: finished / 1.96e-07
  iteration 60: finished / 5.02e-10
(errors below about 1e-12 V are rounding)
final potential difference 1.7e-10 V
current density 1.46763e+05 A/cm2
  without derivative 1.46763e+05 A/cm2
  continuum collocation 1.46763e+05 A/cm2
  change on doubling grid spacing 0.001 %
Jacobian mismatch with / without 2.2e-16 / 0.073
local order with / without 2.007 / 0.999
local order without, zero bias 2.006
observed error factor 0.706; map misfit 3.8e-06
middle mean field 24.46 kV/cm, s = 0.793
  uniform-sample rho there 0.575
peak field 40.46 kV/cm, s = 0.913
uniform 200 nm: field kV/cm, eigenvalue, formula
  15.81, 0.5138, 0.5138
  22.59, 0.5628, 0.5628
  31.62, 0.5191, 0.5190
  largest factor from closed form 0.5628
uniform 500 nm at 20 kV/cm: L/a = 38.7
  early factor 0.7040, s = 0.7191
  late factor 0.5723, rho = 0.5722
falling velocity, 80 nm at 6 kV/cm:
  s = 1.800, rho = 1.4062, growth 1.4054
  error after 15 truncated steps 1.71e-04 V (start 1e-6 V)
  error after 4 full steps 1.7e-16 V
hot electrons 806 K; hot diffusion alters current 0.73 %
quasi-Fermi driving force alters current -0.12 %
extra n+ drop at 300 cm2/Vs 38.2 mV
energy relaxation length 26.7 nm
self-heating 1.47 K; ionization integral 4.2e-14
tunnelling exponent 373; degeneracy correction 1.26 %
PASS
```
